\section*{Bessel-Function Capture of Physisorbed Atoms by a Circular Recombination Site}

\section{A straight edge}

Let a recombining region fill the half-plane $x<0$ of a wall. Gas atoms strike the wall with flux $\Phi$ (atoms per area and time). On the inert part, $x>0$, they physisorb with probability $s$, diffuse with coefficient $D$, and desorb after a mean time $\tau$. Every atom that reaches $x=0$ is captured. The steady adatom density $n(x)$ obeys
\begin{equation}
D n''-\frac{n}{\tau}+s\Phi=0,\qquad n(0)=0 .
\end{equation}
Far from the edge, arrival balances desorption, so $n\to n_\infty=s\Phi\tau$. With $\lambda=\sqrt{D\tau}$ the bounded solution is $n=n_\infty(1-e^{-x/\lambda})$. The current into the edge, per unit length, is
\begin{equation}
D n'(0)=\frac{D n_\infty}{\lambda}=\frac{D s\Phi\tau}{\lambda}=s\Phi\lambda .
\end{equation}
The edge therefore collects as much as a strip of width $\lambda$ in which every adsorbed atom is captured. A disc of radius $a\gg\lambda$ should then have a capture area near $\pi a^2+2\pi a\lambda s$. If adatoms hop many times before they desorb, a recombination site of atomic size has $a\ll\lambda$, and its curved rim must be treated in full.

\section{Statement}

\textbf{Assumptions.} The wall is flat and uniform outside one disc of radius $a$. The flux is uniform and steady. Adatoms are thermalized, diffuse isotropically, and are too dilute to affect one another. Every atom that lands on the disc or reaches its rim is captured, and the site is ready again before the next arrival.

\textbf{Theorem.} The steady capture rate is $R=\Phi A$, with
\begin{equation}
A=\pi a^2+2\pi s\,a\lambda\,\frac{K_1(a/\lambda)}{K_0(a/\lambda)},\qquad \lambda=\sqrt{D\tau},
\label{main}
\end{equation}
where $K_0,K_1$ are modified Bessel functions of the second kind.

The rate $R$ counts atoms lost from the gas. If captures alternately fill the site and complete a molecule, molecules form at the rate $R/2$.

\section{Proof}

\textbf{Lemma 1 (density).} For $r\ge a$,
\begin{equation}
n(r)=n_\infty\left[1-\frac{K_0(r/\lambda)}{K_0(a/\lambda)}\right].
\label{density}
\end{equation}

\textit{Proof.} The balance is $D\nabla^2n-n/\tau+s\Phi=0$. Put $f=n_\infty-n$. Since $n_\infty/\tau=s\Phi$, the source cancels. Division by $D$ leaves, for a radial function,
\begin{equation}
f''+\frac{f'}{r}-\frac{f}{\lambda^2}=0 .
\end{equation}
Its solutions are $K_0(r/\lambda)$ and $I_0(r/\lambda)$. The second grows without bound and is excluded because $f\to0$ far away. The condition $n(a)=0$ means $f(a)=n_\infty$, which fixes the factor of $K_0$. $\square$

\textit{Proof of the theorem.} The diffusive flux points inward and has size $Dn'(a)$ at the rim. From $K_0'=-K_1$,
\begin{equation}
n'(a)=\frac{n_\infty}{\lambda}\frac{K_1(a/\lambda)}{K_0(a/\lambda)} .
\end{equation}
Multiplying by the rim length and by $D$, and using $Dn_\infty=s\Phi D\tau=s\Phi\lambda^2$, gives
\begin{equation}
2\pi a\,Dn'(a)=2\pi s\Phi\,a\lambda\,\frac{K_1(a/\lambda)}{K_0(a/\lambda)} .
\end{equation}
Direct impacts add $\Phi\pi a^2$. $\square$

\textbf{Lemma 2 (capture probability).} An atom adsorbed at distance $r$ is captured before it desorbs with probability $p(r)=K_0(r/\lambda)/K_0(a/\lambda)$.

\textit{Proof.} During a short time $dt$ the atom survives with probability $1-dt/\tau$ and moves by $\boldsymbol\delta$, with zero mean and $\langle\delta_i\delta_j\rangle=2D\,dt\,\delta_{ij}$. Hence
\begin{equation}
p=(1-dt/\tau)\,(p+D\,dt\,\nabla^2p)
\end{equation}
to first order, or $D\nabla^2p-p/\tau=0$. The conditions $p(a)=1$ and $p\to0$ at infinity select the stated function, as in Lemma 1. $\square$

Lemma 2 gives the diffusive rate a second time. Because $(zK_1)'=-zK_0$,
\begin{equation}
s\Phi\int_a^\infty p\,2\pi r\,dr
=\frac{2\pi s\Phi}{K_0(a/\lambda)}\,a\lambda K_1(a/\lambda).
\end{equation}
Equation (\ref{density}) also gives $(n_\infty-n)/\tau=s\Phi p$, so the atoms captured by diffusion are those missing from the desorbing flux.

\section{Small and large sites}

Here $s=1$ and $x=a/\lambda$. For $x\ll1$ let $L=\ln(2/x)-\gamma_E$, with $\gamma_E$ Euler's constant. The series of $K_0$ begins
\begin{equation}
K_0=L+\frac{x^2}{4}(L+1)+\dots
\end{equation}
Since $L'=-1/x$, the relation $xK_1=-xK_0'$ gives
\begin{equation}
xK_1=1-\frac{x^2}{2}(L+1)+\frac{x^2}{4}
=1-\frac{x^2}{2}\left(L+\frac12\right)+\dots
\end{equation}
Dividing, and keeping terms of order $x^2$,
\begin{align}
\frac{xK_1}{K_0}&=\frac1L\left[1-\frac{x^2}{2}\left(L+\frac12\right)-\frac{x^2}{4}\left(1+\frac1L\right)\right]\nonumber\\
&=\frac1L\left[1-\frac{x^2L}{2}-\frac{x^2}{2}-\frac{x^2}{4L}\right].
\end{align}
The area is $A=2\pi\lambda^2\,(x^2/2+xK_1/K_0)$. Direct impacts supply the term $x^2/2$, which cancels the first correction:
\begin{equation}
A\simeq\frac{2\pi\lambda^2}{L}\left[1-\frac{x^2}{2}-\frac{x^2}{4L}\right].
\label{small}
\end{equation}
A small site thus draws on an area of order $\lambda^2$ and depends on its own radius mainly through a logarithm. As $\tau\to\infty$ at fixed flux, $A$ and $n_\infty$ both diverge: an isolated site on an infinite wall then has no steady state. Other sites, adatom pairs or the finite wall can limit the density.

For $x\gg1$ the common factor $\sqrt{\pi/2x}\,e^{-x}$ cancels in the ratio:
\begin{equation}
\frac{K_1}{K_0}=\frac{1+\frac{3}{8x}-\frac{15}{128x^2}+\dots}{1-\frac{1}{8x}+\frac{9}{128x^2}+\dots}
=1+\frac1{2x}-\frac1{8x^2}+\dots
\end{equation}
Inserting this in (\ref{main}),
\begin{equation}
A\simeq\pi a^2+2\pi a\lambda+\pi\lambda^2-\frac{\pi\lambda^3}{4a}
=\pi\left[(a+\lambda)^2-\frac{\lambda^3}{4a}\right].
\end{equation}
The leading terms describe a disc widened by the strip of the opening section.

\section{What the radius means on a lattice}

A site of atomic size is comparable to one hop, so the continuum radius needs an interpretation. Keep $s=1$, and take square cells of side $\ell$ and total hop rate $\nu$, so that $D=\nu\ell^2/4$. Define $w=\lambda^2/\ell^2=\nu\tau/4$. The next event of an adatom is a hop, not desorption, with probability
\begin{equation}
\xi=\frac{\nu}{\nu+1/\tau}=\frac{4w}{1+4w}.
\end{equation}
Let $G(\mathbf r)$ be the mean number of visits to the origin by an atom starting at $\mathbf r$, in the absence of traps. If the origin is a trap, the capture probability is $G(\mathbf r)/G(0)$, since each atom that arrives there would on average have made $G(0)$ visits. Summed over all starting cells, $G$ gives the mean total number of visits, $1+\xi+\xi^2+\dots=1/(1-\xi)=1+4w$. Therefore
\begin{equation}
A_1=\ell^2\,\frac{1+4w}{G(0)} .
\end{equation}

In Fourier space $G(0)$ is the average of $[1-\xi(\cos k_x+\cos k_y)/2]^{-1}$. With $u,v=(k_x\pm k_y)/2$ the bracket becomes $1-\xi\cos u\cos v$. Averaging over $v$ gives $(1-\xi^2\cos^2u)^{-1/2}$, and averaging over $u$ gives
\begin{equation}
G(0)=\frac2\pi\int_0^{\pi/2}\frac{du}{\sqrt{1-\xi^2\cos^2u}} .
\end{equation}
This integral is the complete elliptic integral of modulus $\xi$, which tends to $\ln(4/\sqrt{1-\xi^2})$ as $\xi\to1$. For $w\gg1$, $1-\xi^2\simeq1/(2w)$, so $G(0)\simeq\pi^{-1}\ln(32w)$ and
\begin{equation}
A_1\simeq\frac{4\pi w\ell^2}{\ln(32w)}=\frac{2\pi\lambda^2}{\ln(\sqrt{32}\,\lambda/\ell)} .
\end{equation}
The leading form of (\ref{small}) has $\ln[2\lambda/(ae^{\gamma_E})]$ in the denominator. The two agree if the one-cell trap is given the radius
\begin{equation}
a_1=\frac{\ell e^{-\gamma_E}}{\sqrt8}.
\end{equation}

Now let the four neighbours of the origin be traps as well. One step from the origin gives $G(0)=1+\xi G(1)$, where $G(1)$ is the value on a neighbour. The function $G(\mathbf r)/G(1)$ equals one on the four neighbours, obeys the hopping equation outside and decays, so it is the capture probability outside the cluster. For large $w$, $G(1)\simeq\pi^{-1}\ln(32w)-1$. The denominator $\ln(\sqrt{32}\lambda/\ell)$ is thus reduced by $\pi/2$, and the equivalent radius becomes $a_5=a_1e^{\pi/2}$.

\section{Departures from the ideal site}

\textbf{Entry barrier.} Let the last hop into the site cost an extra energy $\varepsilon$, which multiplies its rate by $q=e^{-\varepsilon/k_BT}$. At a straight edge, with the trap in row $0$, steady current requires $q n_1=n_2-n_1$. A linear profile $n_j\propto j\ell+b$ gives $q(\ell+b)=\ell$, hence
\begin{equation}
b=\ell\,(e^{\varepsilon/k_BT}-1),\qquad n(a)=b\,n'(a)
\end{equation}
as the new rim condition. On a round rim this is a model: it assigns the rim $2\pi a/\ell$ entry bonds, while the stepped rim of a lattice site has more and captures more at the same barrier. Insert $n=n_\infty[1-cK_0(r/\lambda)]$. Then $1-cK_0=(b/\lambda)cK_1$, with both functions taken at $a/\lambda$, so $c=1/[K_0+(b/\lambda)K_1]$. The current is proportional to $c$. If $A_0$ is the diffusive area without a barrier at $s=1$, it becomes
\begin{equation}
A_\varepsilon=\frac{A_0}{1+(b/\lambda)K_1/K_0}=\frac{A_0}{1+A_0b/(P\lambda^2)},\qquad P=2\pi a .
\label{barrier}
\end{equation}
For a lattice cluster, $P$ may be replaced by the number of entry bonds times $\ell$. This is approximate, because it assigns equal current to every bond.

\textbf{Neighbouring sites.} For two equal small sites a distance $d\gg a$ apart, the depletion is $n_\infty c\,[K_0(r_1/\lambda)+K_0(r_2/\lambda)]$, where $r_1,r_2$ are the distances from the two centres. At either rim it must equal $n_\infty$, so $c=1/[K_0(a/\lambda)+K_0(d/\lambda)]$. Each site keeps the fraction $1/[1+p(d)]$ of its diffusive capture. For randomly placed sites of density $N_s$, the loss to first order in $N_s$ is $N_s\int_{2a}^\infty 2\pi d\,p/(1+p)\,dd$.

\textbf{Adatom pairs.} Two adatoms approach with relative diffusion coefficient $2D$, and the pair is broken by desorption at rate $2/\tau$. The decay length is again $\sqrt{2D\tau/2}=\lambda$. If every encounter within distance $a$ reacts, the rate coefficient is $k=2D\,A_0/\lambda^2=2A_0/\tau$. There are $kn_\infty^2/2$ events per area and time, each removing two atoms. At $s=1$ this loss is $kn_\infty^2=2A_0\Phi n_\infty$. Gas atoms landing within $a$ of an adatom add $2\pi a^2\Phi n_\infty$. The sum is $2A\Phi n_\infty$, against $N_sA\Phi$ for the sites, so the ratio is $2n_\infty/N_s$.

\section{Oxygen atoms on a silica-like wall}

Consider a wall at 300 K and oxygen atoms at a partial pressure of 1 mTorr. The rough model values are a desorption energy $E_d=0.30$ eV, a diffusion barrier $E_m=0.15$ eV, an attempt frequency of $10^{13}$ s$^{-1}$ for both processes, $\ell=a=0.3$ nm, $N_s=10^{-3}$ nm$^{-2}$ and $s=1$. With $k_BT=0.02585$ eV the lifetime is $\tau=10^{-13}\,\mathrm{s}\times e^{E_d/k_BT}=10.96$ ns, and
\begin{equation}
\lambda=\frac{\ell}{2}\,e^{(E_d-E_m)/2k_BT}=2.729\ \mathrm{nm},\qquad \frac a\lambda=0.1099 .
\end{equation}
The diffusive area is
\begin{equation}
2\pi(0.3)(2.729)\,\frac{8.942}{2.334}\ \mathrm{nm}^2=19.71\ \mathrm{nm}^2 .
\end{equation}
Direct impacts add $0.28$ nm$^2$, so $A=19.99$ nm$^2$, about 71 times the site's own area. The leading logarithmic form gives $20.14$ nm$^2$. An atom landing 1 nm from the centre is captured with probability 0.51; from 10 nm the probability is 0.007.

The flux $\Phi=p_{\mathrm O}/\sqrt{2\pi mk_BT}$, with $p_{\mathrm O}$ the partial pressure and $m$ the atomic mass, is $5.07\times10^3$ nm$^{-2}$ s$^{-1}$. Each site captures $\Phi A=1.01\times10^5$ atoms per second and forms half as many molecules. The wall loss probability per impact is $N_sA=0.020$. Captures are 9.9 $\mu$s apart on average, and a site must recover in a much shorter time for the theorem to apply.

The lattice shows which continuum radius to use. A five-cell trap has $a_5=0.286$ nm, close to the chosen $a$. Solving the lattice rate equations gives it $19.63$ nm$^2$, against $19.62$ nm$^2$ from (\ref{main}). A one-cell trap, with $a_1=0.060$ nm, captures from $11.9$ nm$^2$. A disc with the same area as that one cell would give $16.1$ nm$^2$ in (\ref{main}). Both the choice of cells and the use of the equivalent radius therefore matter.

With all other parameters fixed, heating the wall and gas to 400 K lowers $A$ to $6.6$ nm$^2$, a factor of 3.0. The area $\lambda^2\propto e^{(E_d-E_m)/k_BT}$ falls by a factor of 4.3, and the smaller logarithm in (\ref{small}) offsets part of this. Raising $E_d$ alone to 0.35 eV at 300 K increases $A$ to $98$ nm$^2$, a factor of 4.9. At fixed $E_m$, an uncertainty of 0.05 eV in the binding energy thus outweighs the choice between the one- and five-cell traps, a factor of 1.65. Only $E_d-E_m$ enters $A$: if $E_m$ rises with $E_d$ as $E_d/2$, the factor is 2.2 instead of 4.9. The equal attempt frequencies are also a choice. A desorption prefactor 100 times the hopping one would shorten $\lambda$ tenfold, to about one hop, where the continuum formula no longer applies. At 0.35 eV, however, the pair estimate $2n_\infty/N_s$ reaches 0.77. Reactions between adatoms may then be comparable to capture by the sites, and the isolated-site area alone need not give the wall loss.

The loss probability of 0.020 is not a prediction for a real silica wall, because the site density behind it is a choice, not a measurement. Perfect absorption is also an assumption, and the result is sensitive to it. An entry barrier of 0.05 eV gives $b=1.78$ nm and leaves 0.29 of the diffusive capture for the disc. For the five-cell trap the lattice equations leave 0.44, and (\ref{barrier}) with its 12 entry bonds gives the same rounded value. The difference between disc and cluster reflects their rim lengths, $2\pi\ell$ and $12\ell$. A sticking probability below one would reduce the diffusive part in proportion.

The other estimated effects are smaller. Crowding among random sites costs 1.7\% of the diffusive capture to first order at $E_d=0.30$ eV; it grows with $\lambda^2$ and reaches 8 to 9\% at 0.35 eV. Adatom pairs could add a loss of up to about 11\% of the site loss if every encounter reacts at the same radius. The coverage is $5\times10^{-6}$ per cell. For an assumed ion flux of 10 nm$^{-2}$ s$^{-1}$ and 1 nm$^2$ cleared per ion, an adatom is removed by an ion with probability $10^{-7}$ during its lifetime. Motion of hot atoms before they thermalize is left out and has not been estimated. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 300 K, kT = 0.02585 eV
Desorption energy, diffusion barrier: 0.30, 0.15 eV
Attempt frequency: 1.0e+13 1/s
Hop length, site radius: 0.30, 0.30 nm
Site density: 1.0e-03 1/nm^2
O-atom partial pressure: 1.0 mTorr
Atom flux: 5.0704e+03 1/(nm^2 s)
Desorption lifetime tau: 10.959 ns
Diffusion coefficient D: 6.7966e-06 cm^2/s
Diffusion length lam: 2.7292 nm
Ratio a/lam: 0.10992
K0(a/lam), K1(a/lam): 2.3340, 8.9418
Direct area: 0.2827 nm^2
Diffusive area: 19.709 nm^2
Total capture area A: 19.992 nm^2
A / direct area: 70.7
Leading logarithmic area: 20.139 nm^2
Capture rate per site: 1.0137e+05 atoms/s
Molecule rate per site: 5.0683e+04 1/s
Mean time between captures: 9.87 us
Wall loss probability Ns*A: 0.01999
Capture probability from r = 1 nm: 0.5106
Capture probability from r = 3 nm: 0.1568
Capture probability from r = 10 nm: 0.0070
T = 350 K, E_des = 0.30 eV: lam = 1.803 nm, A = 10.52 nm^2, Ns*A = 0.0105
T = 400 K, E_des = 0.30 eV: lam = 1.321 nm, A = 6.64 nm^2, Ns*A = 0.0066
T = 300 K, E_des = 0.35 eV: lam = 7.178 nm, A = 98.28 nm^2, Ns*A = 0.0983
One-cell trap: equivalent radius 0.0596 nm
One-cell trap: lattice area 11.891 nm^2, disc formula 11.873 nm^2
Five-cell trap: equivalent radius 0.2865 nm
Five-cell trap: lattice area 19.632 nm^2, disc formula 19.616 nm^2
Two one-cell traps 1.8 nm apart, kept fraction: lattice 0.8478, formula 0.8483
Entry barrier 0.05 eV: slip length 1.775 nm
  disc: diffusive area 5.644 nm^2, fraction kept 0.286
  five-cell lattice: fraction kept 0.437, rim rule 0.441
Crowding loss, random sites: 1.65 %
Undisturbed adatom density: 5.557e-05 1/nm^2
Adatom coverage per cell: 5.00e-06
Pair loss / site loss, upper estimate: 0.111
Assumed ion flux: 10 1/(nm^2 s), cleared area 1 nm^2
Ion removal probability per lifetime: 1.1e-07
Largest finite-difference deviation: 2.0e-07
\end{verbatim}
